Potential step across a dipole layer and the work function

A polar precursor molecule that lands on a surface brings its dipole moment with it, and a layer of such molecules with a net moment along the surface normal can change the energy needed to remove an electron from the solid. This problem finds the size and sign of that change, first for given moments and then for molecules that polarize one another. Ammonia, a nitrogen precursor, is the numerical case.

The normal z points from the solid to the vacuum. A dipole moment points from negative to positive charge. The layer is wide, laterally periodic and neutral, with N molecules per area. The elementary charge e is positive, so an electron has charge −e.

**(a) Find the change in electrostatic potential between the inside and the outside caused by the layer.**

Let δρ(r) be the charge density of the covered surface minus that of the clean surface, and V(r) the potential due to δρ. This difference contains the molecules and any charge that their arrival displaces in the solid. Poisson's equation is

∂²V/∂x² + ∂²V/∂y² + ∂²V/∂z² = −δρ/ε0.

Average it over one lateral unit cell. The average of ∂²V/∂x² is the difference of ∂V/∂x at opposite cell edges, divided by the cell length, and vanishes by periodicity. The y term vanishes likewise. With bars for averages,

V̄''(z) = −ρ̄(z)/ε0.

Choose z₁ inside the solid and z₂ in the vacuum so that ρ̄ is negligible beyond them. There is no averaged field at z₁, hence V̄'(z₁) = 0. One integration gives

V̄'(z₂) = −(1/ε0) ∫ρ̄ dz = 0,

because the added charge is neutral. All integrals here run from z₁ to z₂. The potential is therefore flat on both sides. Its step follows from integration by parts:

ΔV = V̄(z₂) − V̄(z₁) = ∫V̄' dz
= [zV̄'] − ∫zV̄'' dz
= (1/ε0) ∫zρ̄ dz.

The bracket vanishes because V̄' is zero at both ends. If a cell of area A holds one molecule, N = 1/A and

∫zρ̄ dz = (1/A) ∫zδρ d³r = Nμ_z,

where μ_z is the normal moment per molecule, displaced charge included. Thus

ΔV = Nμ_z/ε0.

Moving the origin by z₀ changes the first moment by −z₀∫ρ̄ dz, which is zero. Only this first moment enters, so quadrupoles and higher multipoles may shape the potential within the layer but do not change the step.

Two charged sheets show the sign. Put −σ at the lower sheet and +σ a distance d above it. The field between them points down and has size σ/ε0. Moving up against it raises the potential by σd/ε0, and σd is the outward moment per area. An outward positive end thus makes the outside potential higher.

Neutrality is essential. A net charge per area σ would leave an outside field σ/ε0, and the potential would keep changing with distance instead of reaching a plateau.

**(b) Recover the step by adding up single dipoles. What does a conducting substrate change, and where must the potential be measured?**

Consider first a free-standing layer in the plane z = 0. At height z and lateral distance s, the normal component of one dipole gives

V₁ = μ_z z / [4πε0(s² + z²)^(3/2)].

Lateral components give equal and opposite potentials at opposite lateral positions and cancel over a disc. Spread N dipoles per area uniformly over a disc of radius R. On its axis,

V = N ∫₀ᴿ V₁ 2πs ds
= (Nμ_z z/2ε0) [−1/√(s² + z²)]₀ᴿ
= (Nμ_z/2ε0) [z/|z| − z/√(z² + R²)].

For |z| ≪ R this tends to +Nμ_z/(2ε0) above and −Nμ_z/(2ε0) below. The difference is the full step of part (a).

Now place the layer a height d above a grounded ideal conductor. The image of a charge q at height h is −q at −h. For an upward dipole the positive charge is the higher one, so its negative image is the lower one, and the image dipole also points up. Above the layer, dipoles and images each supply half a step:

V = Nμ_z/(2ε0) + Nμ_z/(2ε0) = Nμ_z/ε0.

Between conductor and layer the two halves have opposite signs and cancel, which joins smoothly to V = 0 in the metal. The image doubles the potential outside, but not the step. Part (a) gives the same answer directly: the real induced charge lies in the conductor's surface plane and sums to zero for each dipole, so it has no normal moment.

A direct sum over point dipoles on a square lattice of spacing a, within a disc of radius 200a, shows the edge effect. On the axis at height 3a the free layer gives 0.4925 of the full step. The formula agrees:

½[1 − 3/√(3² + 200²)] = 0.4925.

With a conductor below the dipoles, and the height measured from its surface, the sum is 0.985 of the full step. The missing 1.5 percent is due to the finite disc.

For z ≫ R, expand z/√(z² + R²) ≈ 1 − R²/(2z²). The free disc then gives

V ≈ Nμ_z R²/(4ε0z²) = (πR²Nμ_z)/(4πε0z²),

the potential of one dipole carrying the total moment. The plateau therefore exists only at distances small compared with the patch width.

There is also a lower limit on the distance. In the vacuum V obeys Laplace's equation, so a lateral Fourier component exp(iG·s), with s now the lateral position vector, must decay as exp(−Gz). A lattice of point dipoles has the moment density

Nμ_z Σ_G exp(iG·s).

Each component makes a potential odd in z, with a jump equal to its moment density divided by ε0. Hence above the free layer

V = (Nμ_z/2ε0) Σ_G exp(iG·s − Gz).

The term G = 0 is the plateau. The four shortest nonzero vectors have G = 2π/a. Their phase factors sum to 4 above a molecule and to −4 above the centre of a lattice square. To leading order the difference between these positions, relative to the full step, is

½ × 8 exp(−2πz/a) = 4 exp(−2πz/a).

At z = a this is 0.0075, the value also given by the direct sum. The useful range for "outside" above such a regular layer is thus a few lattice spacings from it, yet far less than the patch width. If the orientations vary at random, the moment density also has components with small G, which decay slowly. The outside potential then means the lateral average.

**(c) Relate the step to the change in work function. When does the relation hold?**

The work function Φ is the energy needed to take an electron from the Fermi level E_F to rest at the plateau just outside. There its potential energy is −eV_out, where V_out now denotes the total potential:

Φ = −eV_out − E_F.

Write the Fermi level relative to the electron's electrostatic energy in the interior:

E_F = −eV_in + K.

In a thick solid K is fixed by the bulk, which a surface layer does not alter. Substitution gives

Φ = −e(V_out − V_in) − K.

Subtract the value for the clean surface. K cancels, and the change in V_out − V_in is the step ΔV:

ΔΦ = −eΔV = −eNμ_z/ε0.

The minus sign comes from the electron's charge. An outward positive end raises the outside potential, lowers an electron's energy there and reduces the work function. An inward positive end increases it. A step of 1 V changes Φ by 1 eV in magnitude.

The condition on K can be examined in a thin slab. Take noninteracting electrons in one dimension, in a flat well with finite walls, and find the levels by diagonalizing a finite-difference Hamiltonian. Outside each face place two charge sheets, the outer one positive, that impose an outward step of 2.1769 V. The number of filled levels per length is held fixed. For slabs 4.233 nm and 8.467 nm thick, the work function changes by −2.1727 eV and −2.1746 eV.

The shortfalls are about 4.2 meV and 2.3 meV. They arise from the tails of the electron states, which reach into the region where the sheets have lowered the potential energy. To first order a level falls, relative to the interior, by the potential change weighted with the probability of finding the electron there. For thick slabs that probability falls nearly as the inverse thickness, because the state is normalized over the whole slab. A lower Fermi level makes the reduction in Φ slightly too small, as found. The first-order estimate is 3.6 meV and 1.9 meV, most but not all of the shortfalls; the rest comes from the change of the tails themselves. Reversing the sheets on the thicker slab gives +2.1752 eV, a shortfall of 1.7 meV. First order has the same size for both signs, so the difference between 2.3 and 1.7 meV is of higher order.

In a real metal the electrons also rearrange in response to the layer. That displaced charge belongs to δρ and hence to μ_z. In a semiconductor, adsorption may change the space charge near the surface. The relation then needs z₁ beyond the space-charge region, and μ_z must include the moment of that charge.

**(d) The molecules polarize one another. Find μ_z for axial molecules on a square lattice, tilted by θ from the normal with random azimuths.**

Let μ0 be the free molecule's moment along its axis, with θ = 0 when it points outward. Its permanent normal component is μ0 cos θ. Let α_par and α_perp be the polarizability volumes along and across the axis, so that a field E induces a moment 4πε0αE.

A normal field E_z has components E_z cos θ along the axis and E_z sin θ across it. Each induces a moment in its own direction. Projecting these moments back on z multiplies them by the same cosine or sine, so

α_zz = α_par cos²θ + α_perp sin²θ.

The field of a neighbour at lateral distance s follows from V₁. Differentiating at z = 0 leaves only the derivative of the factor z in its numerator:

E_z = −∂V₁/∂z = −μ_z/(4πε0s³).

It is opposed to the neighbour's normal moment. Summing over the lattice gives

E_z = −Sμ_z/(4πε0a³),
S = Σ' (m² + n²)^(−3/2),

where the prime omits m = n = 0. To evaluate S, group the terms by k = m² + n². Jacobi's two-square theorem says that the number of integer pairs with a given k is 4 times the sum of (−1)^((j−1)/2) over the odd divisors j of k. Writing k = jq turns the double sum into a product:

S = 4 (Σ_q q^(−3/2)) (1 − 3^(−3/2) + 5^(−3/2) − …) = 9.0336.

Lateral components of the neighbours' moments produce no normal field in the plane of the layer. They do produce lateral fields, which average to zero for independent random azimuths. Neglecting their correlation with each molecule's own azimuth is a mean-field approximation. Linear response then gives

μ_z = μ0 cos θ + 4πε0α_zz E_z
= μ0 cos θ − (α_zz S/a³)μ_z.

Collecting the terms in μ_z,

μ_z = μ0 cos θ / (1 + α_zz S/a³).

For upright molecules on an infinite lattice there are no lateral moments, and the mean-field step is not needed. The denominator exceeds one, so depolarization weakens the step without reversing it. Turning the molecule over, θ → 180° − θ, reverses μ_z and leaves its size unchanged in this model.

With N = 1/a² and b = α_zz S, the step is

ΔV = (μ0 cos θ/ε0) N/(1 + bN^(3/2)).

At low density it is proportional to N. Its derivative with respect to N is proportional to

1 + bN^(3/2) − (3/2)bN^(3/2) = 1 − ½bN^(3/2).

For fixed orientation the magnitude therefore peaks at bN^(3/2) = 2, where each moment has fallen to one third of its free value. Beyond that point, added molecules weaken the others by more than they contribute. Whether a real layer can approach this density without overlap must be judged separately. The formula also assumes that no lateral moments appear spontaneously. In-plane moments aligned along each row and alternating from row to row produce a field 5.099/(4πε0a³) per unit moment along themselves, so an upright layer becomes unstable when 5.099 α_perp/a³ reaches 1. This happens before the peak if α_perp exceeds 0.886 α_par.

**(e) Evaluate the result for ammonia at a = 0.5 nm, upright and tilted by 60°, with nitrogen towards the solid, and for the reversed orientations.**

The molecule is treated by restricted Hartree–Fock theory in the aug-cc-pVDZ basis, with its geometry optimized under threefold symmetry. The N–H distance is 1.004 Å and the H–N–H angle 107.6°. The moment is 1.580 D and points from nitrogen towards the hydrogen side. Changes of the moment in small fields of opposite sign, with the nuclei held fixed, give α_par = 1.898 Å³ and α_perp = 1.825 Å³. These digits belong to this basis and are not converged. The larger aug-cc-pVTZ basis gives 0.999 Å, 108.1°, 1.545 D, 1.934 Å³ and 1.843 Å³, which lowers the upright steps found below by about 0.05 V. Correlation at the MP2 level, in the smaller basis and at the same geometry, gives 1.50 D and α_par = 2.21 Å³.

The spacing is a chosen model parameter. It gives N = 4 nm⁻². A moment density of 1 D nm⁻² makes a step of 0.3767 V, so without depolarization the upright layer gives

ΔV = 4 × 1.580 × 0.3767 V = 2.38 V.

The same 2.38 V follows without using the dipole moment. The electrostatic potential of the molecule's nuclei and electrons is integrated numerically over a plane on each side, and the difference is divided by the area per molecule. This shows for a real charge distribution that its higher multipoles do not contribute.

For depolarization, a³ = 125 Å³ and

α_par S/a³ = 1.898 × 9.034/125 = 0.137,
μ_z = 1.580 D/1.137 = 1.39 D,
ΔV = 4 × 1.39 × 0.3767 V = 2.09 V.

Nitrogen-down ammonia has its positive hydrogen end outward, so ΔΦ = −2.09 eV. Hydrogen-down ammonia gives +2.09 eV. Mutual polarization has reduced the magnitude by 12 percent relative to the unpolarized layer.

For a rigid molecule, linear response is adequate here. A new Hartree–Fock calculation at fixed geometry, in a uniform field equal to the predicted neighbour field, gives 1.389 D, against 1.390 D from the formula. Rigidity itself is a larger approximation. The field of about 0.3 V/Å flattens the soft pyramid, opening the H–N–H angle to 108.6°, and this adds 0.57 Å³ to α_par. The moment is then 1.34 D, the step 2.02 V and the reduction 15 percent. The remaining numbers are for the rigid molecule.

At 60° the squared cosine is ¼ and the squared sine ¾:

α_zz = ¼ × 1.898 + ¾ × 1.825 = 1.84 Å³,
α_zz S/a³ = 0.133,
μ_z = ½ × 1.580 D/1.133 = 0.697 D,
ΔV = 4 × 0.697 × 0.3767 V = 1.05 V.

Hence ΔΦ = −1.05 eV. At 120°, with the hydrogen side turned towards the solid, it is +1.05 eV.

A finite patch is depolarized less than an infinite layer. Solving the coupled point-dipole equations for 31 by 31 upright molecules gives a central moment 0.485 percent above the infinite-lattice value. The missing neighbours account for this. Outside a square of half-width w = 15.5a, replace the lattice sum by an integral. For each direction φ the radial integral of r⁻³ · r dr is the inverse distance to the edge, so the missing part of S is

4(a/w) ∫cos φ dφ = 4√2 a/w = 0.365,

with φ running from −45° to 45°. The moment rises by about

(α_par/a³) × 0.365/1.137 = 0.0152 × 0.365/1.137 = 0.0049.

For one random choice of azimuths at 60°, the mean over the central 11 by 11 molecules is 0.51 percent above the mean-field formula. This difference contains both the finite width and the mean-field error, and the calculation does not separate them.

The density of greatest step can also be placed. For the upright layer bN^(3/2) is 0.137, so the value 2 requires

N = 4 nm⁻² × (2/0.137)^(2/3) ≈ 24 nm⁻²,

or a spacing near 0.2 nm. That is about twice an N–H bond length, where neighbouring molecules would overlap and point dipoles no longer describe them. Even as point dipoles, molecules with these polarizabilities become unstable to lateral polarization slightly earlier, at bN^(3/2) = 1.84 or about 22.6 nm⁻². The maximum is a property of the formula, not a prediction for ammonia.

**(f) Can the measured change in work function determine the adsorption geometry?**

Consider upright ammonia with a fraction f of the molecules nitrogen-down and the rest hydrogen-down. Every molecule has the same α_par. At site i,

μ_i = ±μ0 + 4πε0α_par E_i.

Average over the lattice. Each dipole contributes to the fields at all other sites with total weight S, so the mean field is −S⟨μ_z⟩/(4πε0a³), however the two orientations are arranged. The mean permanent moment is fμ0 − (1 − f)μ0, and therefore

⟨μ_z⟩ = (2f − 1)μ0/(1 + α_par S/a³).

At f = ½ the work function does not change, although every molecule is strongly oriented. At f = ¾ the change is half of −2.09 eV, or −1.05 eV. For rigid molecules, a layer uniformly tilted by 60° gives the same value to this precision. If the coverage is known, the measured change thus fixes the average normal moment per molecule. Even when the free molecule's moment is also known, this does not give a unique set of orientations.

The sign alone says whether the total normal moment added by adsorption points outward or inward. It reliably reveals which end of the molecule faces the solid only if the molecules are known to share the same tilt and the molecular part is known to outweigh any opposing moment of the charge displaced by bonding. The example omits that charge, electron correlation, relaxation of the molecular geometry, molecular overlap and the effect of image fields on the moments. Its values near 2 eV show the scale of a fully aligned layer at the chosen density; they do not predict the work function of a particular ammonia-covered surface.
